\section*{Straight-Line Fitting and End Differencing of Shot-Noise-Limited Pixel Ramps, part 2}

A pixel that can be read without being emptied fills with charge at a constant mean rate $F$. Two estimates of $F$ are compared: the difference of the end reads and the slope of an unweighted least-squares line.

Charge is counted in electrons and $F$ in e$^-$/s. The pixel is reset at time zero and read at $t_i=id$, $i=1,\dots,n$, over the span $T=t_n-t_1=(n-1)d$. The reads are $S_i=A+N_i$, where $A$ is an unknown reset offset common to one ramp and $N_i$ is the Poisson charge collected up to $t_i$, with variance $Ft_i$. The charges $q_k=S_{k+1}-S_k$, $k=1,\dots,n-1$, are independent Poisson counts of mean and variance $Fd$. Angle brackets and variances refer to an ensemble of ramps at the same $F$. The response is linear, and the read-out adds no noise until read noise is introduced below.

The end difference is $g=(S_n-S_1)/T$, with
\begin{equation}
\mathrm{Var}(g)=\frac{(n-1)Fd}{T^2}=\frac{F}{T}.
\label{eq:varg}
\end{equation}
The fitted line is $a+bt$ with free intercept $a$. With $\bar S$ and $\bar t$ the averages over the reads, its slope is
\begin{equation}
b=\frac1X\sum_{i=1}^n(t_i-\bar t)S_i,\qquad X=\sum_{i=1}^n(t_i-\bar t)^2 .
\label{eq:b}
\end{equation}
\begin{align}
X&=d^2\left[\frac{n(n+1)(2n+1)}6-\frac{n(n+1)^2}4\right]\nonumber\\
&=\frac{d^2n(n+1)}{12}\left[(4n+2)-(3n+3)\right]
=\frac{d^2n(n^2-1)}{12}.
\label{eq:X}
\end{align}
Equivalently $b=\sum_kW_kq_k$, with weights $W_k$ that obey $\sum_kW_k=1/d$. Both estimates are unbiased and ignore a constant offset. With $P_p=\sum_{k=1}^{n-1}k^p$,
\begin{equation}
\sum_{k=1}^{n-1}k(n-k)=nP_1-P_2=\frac{n^3}6-\frac n6=\frac{n(n^2-1)}6 .
\label{eq:sum1}
\end{equation}
The variance of the fitted slope and its ratio to that of the end difference are
\begin{align}
\mathrm{Var}(b)&=Fd\sum_{k=1}^{n-1}W_k^2
=\frac{36\,Fd}{d^2n^2(n^2-1)^2}\,\frac{n(n^2-1)(n^2+1)}{30}\nonumber\\
&=\frac65\,\frac Fd\,\frac{n^2+1}{n(n^2-1)} .
\label{eq:varb}
\end{align}
\begin{equation}
R_n=\frac{\mathrm{Var}(b)}{\mathrm{Var}(g)}=\frac65\,\frac{n^2+1}{n(n+1)} .
\label{eq:R}
\end{equation}
\begin{equation}
R_n=\frac65\left[1-\frac{n-1}{n(n+1)}\right].
\label{eq:Ralt}
\end{equation}

The example has $F=200$ e$^-$/s, $n=61$, $d=1$ s and $T=60$ s, so $12000$ electrons arrive on average between the end reads. Then $\mathrm{Var}(g)=3.333$ $(\mathrm{e^-/s})^2$, $\mathrm{Var}(b)=3.937$ $(\mathrm{e^-/s})^2$ and $R_{61}=1.181$. The standard errors are $1.826$ e$^-$/s for the difference and $1.984$ e$^-$/s for the fit.

\subsection{The end difference cannot be improved upon}

Could some other use of the 61 reads beat the end difference? The probability of a set of charges $q=(q_1,\dots,q_{n-1})$ is
\begin{equation}
p(q;F)=\prod_{k=1}^{n-1}\frac{(Fd)^{q_k}e^{-Fd}}{q_k!} .
\label{eq:like}
\end{equation}
The derivative of its logarithm with respect to $F$ is
\begin{equation}
s=\frac{\partial\ln p}{\partial F}=\sum_{k=1}^{n-1}\left(\frac{q_k}F-d\right)=\frac{S_n-S_1}F-T .
\label{eq:score}
\end{equation}
The intermediate reads have disappeared: the dependence of the probability on $F$ involves the data through the end difference alone. From \eqref{eq:score}, $\langle s\rangle=0$ and
\begin{equation}
\mathrm{Var}(s)=\frac{FT}{F^2}=\frac TF ,
\label{eq:fisher}
\end{equation}
which is the Fisher information about $F$ held in the charges.

Let $\phi(q)$ be any estimate of finite variance that is unbiased for every flux, $\sum_q\phi(q)p(q;F)=F$. The left side is $e^{-FT}$ times a power series in $F$, so it may be differentiated term by term. With $\partial p/\partial F=s\,p$ this gives
\begin{equation}
\langle\phi s\rangle=1 .
\end{equation}
As $\langle s\rangle=0$, the covariance of $\phi$ and $s$ is also 1. The square of a covariance cannot exceed the product of the variances, so $1\le\mathrm{Var}(\phi)\,T/F$, or
\begin{equation}
\mathrm{Var}(\phi)\ge\frac FT .
\label{eq:crb}
\end{equation}
By \eqref{eq:varg} the end difference attains this bound. The statement covers unbiased estimates made from the charges between reads, and it holds only while the read-out adds no noise. If the offset $A$ were known, the charge collected before the first read could be used as well.

The fit can now be compared with the optimum directly. Because $\sum_kW_k=1/d$,
\begin{equation}
\mathrm{Cov}(b,g)=\frac{Fd}T\sum_{k=1}^{n-1}W_k=\frac FT=\mathrm{Var}(g) .
\end{equation}
Hence $b-g$ is uncorrelated with $g$, and
\begin{equation}
\mathrm{Var}(b)=\mathrm{Var}(g)+\mathrm{Var}(b-g) .
\label{eq:pyth}
\end{equation}
The fitted slope is the best estimate plus a random number of zero mean that is uncorrelated with it. In the example that number has the variance $3.9365-3.3333=0.6032$ $(\mathrm{e^-/s})^2$.

A least-squares fit is not at fault as such; its equal weights are. A generalized fit minimizes the quadratic form built from the inverse covariance matrix of the reads. That form keeps its value when the reads are replaced by the equivalent set $S_1,q_1,\dots,q_{n-1}$, whose members are uncorrelated, and it becomes
\begin{equation}
\frac{(S_1-a-bt_1)^2}{Ft_1}+\sum_{k=1}^{n-1}\frac{(q_k-bd)^2}{Fd} ,
\end{equation}
with the variances in the denominators held fixed. The free intercept makes the first term zero for any $b$. The remaining sum is smallest when $\sum_k(q_k-bd)=0$, that is for $b=(S_n-S_1)/T$. A fit that knows about the correlations returns the end difference.

\subsection{The error that the fit reports}

The usual estimate of the slope variance takes the residual sum of squares $Q$ and forms $V=Q/[(n-2)X]$. It is meant for reads with independent errors of common variance $\varsigma^2$. In that case $\sum_i(S_i-\bar S)^2$ exceeds its noise-free value by $(n-1)\varsigma^2$ on average, the fitted slope absorbs $X\,\mathrm{Var}(b)=\varsigma^2$ of this, and $\langle Q\rangle=(n-2)\varsigma^2$. For a ramp dominated by shot noise $\langle Q\rangle$ has to be found afresh.

The residuals are $S_i-\bar S-b(t_i-\bar t)$. Squaring, summing and using \eqref{eq:b} in the cross term gives
\begin{equation}
Q=\sum_i(S_i-\bar S)^2-b^2X .
\label{eq:Q}
\end{equation}
For any numbers $x_i$ the identity $\sum_i(x_i-\bar x)^2=\frac1n\sum_{i<j}(x_j-x_i)^2$ holds, since both sides equal $\sum_ix_i^2-\frac1n(\sum_ix_i)^2$. The difference $S_j-S_i$ has mean $F(t_j-t_i)$ and variance $F(t_j-t_i)$. Applying the identity to the reads, and then backwards to the times, yields
\begin{equation}
\Big\langle\sum_i(S_i-\bar S)^2\Big\rangle=F^2X+\frac{Fd}n\sum_{i<j}(j-i)
=F^2X+\frac{Fd(n^2-1)}6 .
\end{equation}
The last step uses \eqref{eq:sum1}, because the separation $j-i=m$ occurs $n-m$ times. The second term of \eqref{eq:Q} has the mean $X[F^2+\mathrm{Var}(b)]$, and from \eqref{eq:X} and \eqref{eq:varb}
\begin{equation}
X\,\mathrm{Var}(b)=\frac{Fd(n^2+1)}{10} .
\end{equation}
The terms in $F^2$ cancel, and
\begin{equation}
\langle Q\rangle=Fd\,\frac{5(n^2-1)-3(n^2+1)}{30}=\frac{Fd(n^2-4)}{15} .
\label{eq:rss}
\end{equation}
With $n^2-4=(n-2)(n+2)$ the expected reported variance, for $n>2$, is
\begin{equation}
\langle V\rangle=\frac{Fd(n+2)}{15X}=\frac45\,\frac Fd\,\frac{n+2}{n(n^2-1)} ,
\end{equation}
so that
\begin{equation}
\frac{\mathrm{Var}(b)}{\langle V\rangle}=\frac{3(n^2+1)}{2(n+2)} .
\label{eq:under}
\end{equation}
For many reads this grows as $3n/2$. Sampling the same ramp more densely makes the reported error shrink while the true error does not. For 61 reads the factor is $3\times3722/(2\times63)=88.6$. The root of the expected reported variance is $0.211$ e$^-$/s, against a true error of $1.984$ e$^-$/s. The line follows the slow wander of the accumulated charge, and the part of the wander that is itself a straight line leaves no trace in the residuals. The rest does leave one: the last residual minus the first equals $T(g-b)$, so the residuals show how far the fit has departed from the end difference. The usual formula, which assumes independent errors, makes no use of this.

\subsection{Read noise and the tie between the methods}

Let every read now carry an additional error of zero mean and standard deviation $\sigma$, independent of the charge and of the errors of the other reads. The end difference contains two such errors, and the fit contains all of them with the weights of \eqref{eq:b}. The added variances are
\begin{align}
\Delta\mathrm{Var}(g)&=\frac{2\sigma^2}{T^2},\nonumber\\
\Delta\mathrm{Var}(b)&=\frac{\sigma^2}{X^2}\sum_i(t_i-\bar t)^2=\frac{\sigma^2}X=\frac{12\sigma^2(n-1)}{n(n+1)T^2} ,
\label{eq:rn}
\end{align}
where $d=T/(n-1)$ was put into \eqref{eq:X}. Against this noise averaging works: for large $n$ the fit has $6/n$ times the variance of the difference.

The balance between the two effects follows from
\begin{align}
R_n-1&=\frac{6n^2+6-5n^2-5n}{5n(n+1)}=\frac{(n-2)(n-3)}{5n(n+1)},\\
1-\frac{6(n-1)}{n(n+1)}&=\frac{n^2-5n+6}{n(n+1)}=\frac{(n-2)(n-3)}{n(n+1)} .
\end{align}
The first line times $F/T$ is the shot-noise penalty of the fit. The second line times $2\sigma^2/T^2$ is its gain in read noise. For the total variances, therefore,
\begin{equation}
\mathrm{Var}(b)-\mathrm{Var}(g)=\frac{(n-2)(n-3)}{5n(n+1)}\,\frac{FT-10\sigma^2}{T^2} .
\label{eq:tie}
\end{equation}
For every $n\ge4$ the two methods tie when the mean charge collected between the end reads is
\begin{equation}
FT=10\,\sigma^2 ,
\label{eq:ten}
\end{equation}
with $FT$ and $\sigma$ as pure numbers of electrons. The number of reads fixes the size of the gap but not its sign. Above the tie the end difference is better, below it the fit. At the tie itself neither is the best choice. Two different estimates of equal variance $v$ have a covariance $c<v$, and their average has the smaller variance $(v+c)/2$.

The limit $6/5$ thus needs two conditions, many reads and $FT\gg10\sigma^2$. If $n$ is large and also much larger than $10\sigma^2/FT$, the read noise in the fit is negligible and the ratio of the total variances is close to $\frac65/(1+2\sigma^2/FT)$. To come within $1\,\%$ of $6/5$ the ramp must hold about $200\sigma^2$ electrons even with unlimited reads. The number of reads sets a second limit: read noise keeps the ratio below $R_n$, which by \eqref{eq:Ralt} comes within $1\,\%$ of $6/5$ only from about 100 reads on. With 61 reads the ratio stays at least $1.6\,\%$ below $6/5$ at any flux.

Let the pixel of the example have $\sigma=15$ electrons. The tie lies at $10\times15^2=2250$ electrons, or $37.5$ e$^-$/s over 60 s. A numerical search for equal variances, made with the full covariance matrices for 4, 7 and 61 reads, returned $2250.0$ electrons each time. At $200$ e$^-$/s the ramp holds $12000$ electrons and the difference remains the better method, but by less than before:
\begin{equation}
\frac{3.937+0.012}{3.333+0.125}=1.142 .
\end{equation}

\subsection{A real pixel}

The parameters are rough typical values for a cooled hybrid infrared array with a source follower in each pixel: besides those given above, a full well of $80000$ electrons, a node capacitance of $40$ fF, a pitch of $18\ \mu$m and a temperature of $80$ K. The flux was chosen high enough for shot noise to dominate. Under faint light it can be below $1$ e$^-$/s. A 60 s ramp then holds fewer than 60 electrons, far below the tie, and the fit is the better of the two methods. Of the effects sized here, read noise moves the ratio most, from $1.181$ to $1.142$. The others are as follows.

\textit{Reset noise.} Equipartition gives the charge on a capacitance $C$ at temperature $\Theta$ the variance $k_B\Theta C$, here $41.5$ electrons rms. It is frozen in at reset, forms part of the offset $A$, and cancels in both methods.

\textit{Dark current.} A dark current of $0.05$ e$^-$/s adds to $F$ as further Poisson charge, $0.025\,\%$ of the total. The ratio is unchanged, and both slopes measure the sum.

\textit{Charge jumps.} Cosmic rays deposit charge in sudden steps. Steps of $2000$ electrons, at one hit per cm$^2$ and minute (a ground-level rate), add $0.108\,\%$ to the variance of each $q_k$. These increments are also uncorrelated and of equal variance, so \eqref{eq:R} still applies to the ensemble. A single ramp is hit with a probability of only $3\times10^{-6}$. Both figures scale with the hit rate, which in space is some hundreds of times higher.

\textit{Slow drift.} Suppose the electronics drift by $5$ electrons rms with a correlation that decays exponentially in $20$ s. This adds $0.0132$ $(\mathrm{e^-/s})^2$ to the difference and $0.0165$ $(\mathrm{e^-/s})^2$ to the fit. Independent noise would have favoured the fit about tenfold; this drift favours the difference and lowers the tie from $2250$ to about $2180$ electrons. The sign depends on the correlation time: at $5$ s the same drift adds $0.0139$ $(\mathrm{e^-/s})^2$ to the difference and $0.0101$ $(\mathrm{e^-/s})^2$ to the fit. A single exponential is only a stand-in for the $1/f$ noise of real electronics.

\textit{Curved response.} Let the recorded charge be $N-cN^2$, with a loss of $3\,\%$ at full well, so $c=0.03/80000$ per electron. Since $\langle N^2\rangle=F^2t^2+Ft$, the mean signal contains $-cF^2t^2$. The end-to-end slope of $t^2$ is $(t_n^2-t_1^2)/(t_n-t_1)=t_1+t_n$. For the fitted slope write $t^2=(t-\bar t)^2+2\bar t(t-\bar t)+\bar t^2$. The first and last terms contribute nothing to \eqref{eq:b}, because the times lie symmetrically about $\bar t$, and the middle one gives $2\bar t=t_1+t_n$. Both methods therefore have the same relative bias,
\begin{equation}
-c\left[F(t_1+t_n)+1\right]=-\frac{0.03}{80000}\,(200\times62+1)=-0.47\,\% .
\end{equation}
This is about half the random error of one ramp, and it does not average out over repeated ramps. The shot-noise ratio changes from $1.181$ to $1.183$.

With all these effects included the ratio is $1.143$, close to the value with read noise alone. Charge trapping and coupling between neighbouring pixels have not been sized. Under uniform light, coupling smooths the shot noise without changing the mean signal, and so raises the charge at which the methods tie. For a linear, uncoupled pixel with Poisson charge, independent read noise and at least four equally spaced reads, the choice between the two methods rests on \eqref{eq:ten}: take the end difference if more than $10\sigma^2$ electrons are collected between the end reads, and the unweighted fit if fewer are. Here $\sigma$ is the noise of a single read; in terms of the noise of a two-read difference, $\sigma_2=\sqrt2\,\sigma$, the tie lies at $5\sigma_2^2$. In a real array this number is a guide, not a sharp boundary: if half of the read-noise variance of the end difference in the example had a $1/f$ spectrum, the tie would fall by roughly 25 to 35\,\%, depending on the upper cutoff. The rule also ranks only these two methods. A generalized fit with the full covariance matrix, read noise included, does better than both: in the example its variance is $0.670$ against $0.750$ $(\mathrm{e^-/s})^2$ at the tie, and $3.41$ against $3.46$ $(\mathrm{e^-/s})^2$ for the end difference at $200$ e$^-$/s. The numerical output lists the values used here.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough typical values)
flux = 200 e-/s
number of reads = 61
read spacing = 1.0 s
read noise = 15 e- rms
full well = 80000 e-
signal loss at full well = 3.0 %
dark current = 0.05 e-/s
slow drift = 5 e- rms
drift correlation time = 20 s
temperature = 80 K
node capacitance = 40 fF
pixel pitch = 18 um
cosmic-ray hits = 1 per cm2 per min
charge per hit = 2000 e-
VARIANCE RATIO, fit / difference (no unit)
n = 2: 1.00000
n = 3: 1.00000
n = 4: 1.02000
n = 8: 1.08333
n = 16: 1.13382
n = 61: 1.18096
n = 1000: 1.19880
many-read limit = 6/5 = 1.2
SHOT-LIMITED EXAMPLE
span T = 60 s
charge between end reads = 12000 e-
difference variance = 3.3333 (e-/s)^2
fit variance = 3.9365 (e-/s)^2
difference error = 1.826 e-/s rms
fit error = 1.984 e-/s rms
extra span for equal error, same n = 10.86 s
simulated ramps = 60000
simulated variance ratio = 1.184
error reported by fit = 0.211 e-/s rms
true / reported fit variance = 88.6
READ NOISE
added difference variance = 0.1250 (e-/s)^2
added fit variance = 0.0119 (e-/s)^2
ratio with read noise = 1.1417
tie charge, n = 4: 2250.0 e-
tie charge, n = 7: 2250.0 e-
tie charge, n = 61: 2250.0 e-
tie flux, example = 37.5 e-/s
OTHER NEGLECTED EFFECTS
drift: difference variance + 0.01320 (e-/s)^2
drift: fit variance + 0.01650 (e-/s)^2
dark current / flux = 0.025 %
hit probability in span = 3.24e-06
hit variance / shot variance = 0.108 %
largest mean charge / full well = 15.25 %
curvature bias, difference = -0.465 %
curvature bias, fit = -0.465 %
ratio with curvature only = 1.1826
reset noise, cancels = 41.5 e- rms
ratio with all sized effects = 1.1431
\end{verbatim}
